\section*{Bound and continuum contributions to the static polarisability of hydrogen, part 2}

A manuscript under review argues that (ii) a weak static field does not ionise ground-state hydrogen, so only bound states appear in the distorted wavefunction, and (iii) the infinitely many bound $np$ states suffice. It reports their sum, $3.66\,a_0^3$, as the polarisability $\alpha$. Comments 1 to 5 showed that the continuum also contributes.

Hartree atomic units are used, with a fixed nucleus and no spin or relativity. For a field $F$ along $+z$, $H=H_0+Fz$, $\psi=\psi_0+F\psi_1+\dots$, $\psi_0=e^{-r}/\sqrt\pi$, $E_0=-\tfrac12$ and $\Delta E=-\alpha F^2/2$. Over all eigenstates $|m\rangle$ of $H_0$, with $\omega_m=E_m-E_0$,
\begin{equation}
\alpha=2\sum_m\frac{|\langle m|z|0\rangle|^2}{\omega_m}=\sum_m\frac{f_m}{\omega_m^2},\qquad f_m=2\omega_m|\langle m|z|0\rangle|^2 .
\label{eq:sos}
\end{equation}
With $\chi=z\psi_0$,
\begin{equation}
\sum_m f_m=2\langle\chi|H_0-E_0|\chi\rangle=1,\qquad \sum_m\frac{f_m}{\omega_m}=2\langle\chi|\chi\rangle=2 .
\label{eq:rules}
\end{equation}
A hard spherical wall at large $r=B$ makes all levels discrete.

The $p$ states $r^{-1}u(r)Y_{10}$ obey $hu=Eu$, $h=-\tfrac12\,d^2/dr^2+1/r^2-1/r$. With $u_{1s}=2re^{-r}$, $R=\int_0^\infty u\,r\,u_{1s}\,dr$ and $f=\tfrac23\,\omega R^2$. For the regular solution $u=r^2w$, $w_0=w(0)$, the transform $G(s)=\int_0^\infty r^3we^{-sr}dr$ satisfies
\begin{equation}
\frac{G'}{G}=\frac{2-4s}{s^2+2E},\qquad G\to\frac{6w_0}{s^4}\quad(s\to\infty),
\label{eq:G}
\end{equation}
\begin{equation}
R=\frac{4G(1)}{1+2E}.
\label{eq:R}
\end{equation}
Bound levels have $E_n=-1/(2n^2)$, $n\ge2$, and
\begin{equation}
f_n=\frac{2^8}{3n^3}\,\frac{1}{(1-n^{-2})^4}\left(\frac{n-1}{n+1}\right)^{2n}=\frac{2^8n^5(n-1)^{2n-4}}{3(n+1)^{2n+4}} .
\label{eq:fn}
\end{equation}
At large $n$, $f_n/\omega_n^2\to C/n^3$. The bound sums are $\sum_bf=0.5650$, $\sum_bf/\omega=1.4332$ and $\alpha_b=3.6633$ ($2p$ alone: $2.9596$, $\omega_2=0.375$). The gaps $a=0.4350$, $b=0.5668$ in (\ref{eq:rules}) limit the continuum part to $0.739\le\alpha_c\le1.134$.

Comment 2 solved $(H_0-E_0)\psi_1=-z\psi_0$ exactly: $\psi_1=r^{-1}v(r)Y_{10}=-(1+\tfrac12r)z\psi_0$, $v=-\frac{2}{\sqrt3}(r^2+\tfrac12r^3)e^{-r}$, $\alpha=\tfrac92$. It used $I_j=\int_0^\infty r^je^{-2r}dr=j!/2^{j+1}$ and
\begin{equation}
(h+\tfrac12)\,r^2e^{-r}=re^{-r},\qquad (h+\tfrac12)\,r^3e^{-r}=(2r^2-2r)\,e^{-r}.
\label{eq:action}
\end{equation}

\subsection*{Comment 6. The continuum contribution computed directly}

\paragraph{Radial integral.} Let $E=k^2/2$, $\omega=\tfrac12(1+k^2)$. Since $\frac{d}{ds}\arctan(k/s)=-k/(s^2+k^2)$, the term $2/(s^2+k^2)$ in (\ref{eq:G}) is the derivative of $-(2/k)\arctan(k/s)$, which vanishes at large $s$. Therefore
\begin{equation}
G=\frac{6w_0}{(s^2+k^2)^2}\,e^{-(2/k)\arctan(k/s)},\qquad R=\frac{24w_0}{(1+k^2)^3}\,e^{-2\arctan(k)/k}.
\label{eq:Gc}
\end{equation}
It remains to fix $w_0$, which needs the amplitude of $u$ at large $r$ and a rule for that amplitude.

\paragraph{Amplitude at large $r$.} Try $u=r^\beta e^{ikr}$. Then $u''=[-k^2+2ik\beta/r+O(r^{-2})]u$, and cancellation of the $2/r$ term in the radial equation requires $2ik\beta+2=0$, so $\beta=i/k$. The real regular solution is $u=Dr^{i/k}e^{ikr}+\text{c.c.}+O(1/r)$, an oscillation $A\cos(kr+k^{-1}\ln r+\delta)$ with $A=2|D|$ and $\delta=\arg D$. The function transformed in $G$ is $r^3w=ru$. Set $s=ik+\epsilon$ with $\epsilon\to0^+$. The term $Dr^{1+i/k}e^{ikr}$ contributes $D\int_0^\infty r^{1+i/k}e^{-\epsilon r}dr=D\,\Gamma(2+i/k)\,\epsilon^{-2-i/k}$. The conjugate term carries $e^{-(2ik+\epsilon)r}$ and stays finite, and the bounded remainder contributes at most $O(1/\epsilon)$. So
\begin{equation}
|G(ik+\epsilon)|\to|D|\,|\Gamma(2+i/k)|\,\epsilon^{-2}.
\end{equation}
For real $s>0$, $s\pm ik$ has phase $\pm\arctan(k/s)$, so $\arctan(k/s)=\frac1{2i}[\ln(s+ik)-\ln(s-ik)]$. With $-\frac2k\cdot\frac1{2i}=\frac ik$,
\begin{equation}
G=6w_0\,(s-ik)^{-2-i/k}\,(s+ik)^{-2+i/k}.
\end{equation}
Both the integral defining $G$ and this expression with principal logarithms are analytic for $\mathrm{Re}\,s>0$ and agree on the real axis, so they agree throughout. At $s=ik+\epsilon$ the first factor has modulus $\epsilon^{-2}$. In the second, $\ln(2ik)=\ln2k+i\pi/2$, and the real part of $(-2+i/k)(\ln 2k+i\pi/2)$ is $-2\ln2k-\pi/2k$. Equating the two moduli,
\begin{equation}
A=2|D|=\frac{3w_0\,e^{-\pi/2k}}{k^2\,|\Gamma(2+i/k)|}.
\end{equation}
With $\eta=1/k$, the recurrence gives $\Gamma(2+i\eta)=(1+i\eta)\,i\eta\,\Gamma(i\eta)$. The reflection formula gives $\Gamma(i\eta)\Gamma(1-i\eta)=\pi/\sin(i\pi\eta)=\pi/(i\sinh\pi\eta)$, and $\Gamma(1-i\eta)=-i\eta\Gamma(-i\eta)$, so $|\Gamma(i\eta)|^2=\pi/(\eta\sinh\pi\eta)$. Thus $|\Gamma(2+i/k)|^2=(1+k^2)\pi/[k^3\sinh(\pi/k)]$, and with $e^{-x}\sinh x=\tfrac12(1-e^{-2x})$,
\begin{equation}
A^2=\frac{9w_0^2\,(1-e^{-2\pi/k})}{2\pi k\,(1+k^2)} .
\label{eq:A}
\end{equation}

\paragraph{Normalisation per unit energy.} Return to the wall at $r=B$. The condition $u(B)=0$ requires $kB+k^{-1}\ln B+\delta(k)=(j+\tfrac12)\pi$. The derivative of the left side with respect to $k$ is $B-k^{-2}\ln B+\delta'(k)$, which is $B$ to leading order as $B\to\infty$ at fixed $k>0$. So $\Delta k=\pi/B$ and $\Delta E=k\pi/B$. A level normalised to one has amplitude $A_j$ with $A_j^2B/2=1$, because $\cos^2$ averages to $\tfrac12$ over almost the whole range. A sum over levels of $R_j^2$ times a smooth function of $E$ becomes $\int dE\,R_j^2/\Delta E$ times that function. The quantity $R_j^2/\Delta E$ is $R^2$ evaluated with $u_j/\sqrt{\Delta E}$, whose squared amplitude is $(2/B)\,B/(\pi k)=2/(\pi k)$, independent of $B$. Setting (\ref{eq:A}) equal to $2/(\pi k)$,
\begin{equation}
w_0^2=\frac{4(1+k^2)}{9\,(1-e^{-2\pi/k})}.
\end{equation}
The strength per unit energy is $\tfrac23\omega R^2$, with the same factor $2^8/3$ and the same power $-4$ as in (\ref{eq:fn}):
\begin{equation}
\frac{df}{dE}=\frac{2^8}{3}\,\frac{1}{(1+k^2)^4}\,\frac{e^{-4\arctan(k)/k}}{1-e^{-2\pi/k}} .
\label{eq:dfdE}
\end{equation}

\paragraph{Limits.} As $k\to0$, $\arctan(k)/k\to1$ and $e^{-2\pi/k}\to0$, so $df/dE\to2^8/(3e^4)=1.5629\,E_h^{-1}$. Just below threshold the level spacing is $dE_n/dn=n^{-3}$, so the strength per unit energy is $n^3f_n$, which by (\ref{eq:fn}) tends to the same number. The strength density passes through $E=0$ with no step, and cutting the sum there discards the upper part of one continuous distribution. For $k\gg1$ the numerator tends to $1$ and the denominator to $2\pi/k$, so $df/dE\to2^7/(3\pi k^7)$.

\paragraph{The integral.} With $dE=k\,dk$,
\begin{equation}
\alpha_c=\int_0^\infty\frac{df}{dE}\,\frac{4k\,dk}{(1+k^2)^2},
\end{equation}
whose integrand falls as $k^{-10}$. It is evaluated by numerical quadrature. As a sample point, $k=1$ has $\arctan1=\pi/4$, so $df/dE=\tfrac{16}3e^{-\pi}/(1-e^{-2\pi})=0.23091$.

\begin{center}
\begin{tabular}{cccc}
$k$ & $E$ & $df/dE$ & part of $\alpha_c$ below $E$\\
0.3 & 0.045 & 1.24081 & 0.2309\\
0.5 & 0.125 & 0.85626 & 0.4755\\
1.0 & 0.500 & 0.23091 & 0.7775\\
2.0 & 2.000 & 0.01559 & 0.8352
\end{tabular}
\end{center}

The full integral is $\alpha_c=0.8367$, inside the limits of comment 5. A fraction $0.7775/0.8367=0.93$ of it comes from electron energies below $0.5\,E_h$. The three sums now close:

\begin{center}
\begin{tabular}{lcccc}
 & bound & continuum & total & continuum share\\
$\sum f$ & 0.5650 & 0.4350 & 1.0000 & 43.5\,\%\\
$\sum f/\omega$ & 1.4332 & 0.5668 & 2.0000 & 28.3\,\%\\
$\sum f/\omega^2$ & 3.6633 & 0.8367 & 4.5000 & 18.6\,\%
\end{tabular}
\end{center}

The continuum column is integrated from (\ref{eq:dfdE}) and is not obtained by subtraction, so the totals test the bound and continuum formulas against comments 2 and 3. The numerical check asserts that closure to $10^{-8}$. It also tests (\ref{eq:fn}) against exact integrals for $n=2$ to $8$, and (\ref{eq:Gc}), the amplitude $A$, the continuum $w_0^2$ and (\ref{eq:dfdE}) against numerical integration of the radial equation at four values of $k$.

\subsection*{Comment 7. Why the omission costs 18.6\,\% and not 43.5\,\%}

The continuum share falls down the last table, and this follows from the ordering of energies alone. Let $S_q=\sum f/\omega^q$. Every bound level has $\omega<\tfrac12$, so $S^b_{q+1}>2S^b_q$. The continuum has $\omega\ge\tfrac12$, so $S^c_{q+1}\le2S^c_q$. The ratio $S^c_q/S^b_q$ therefore decreases strictly with $q$. The size of the effect is expressed by the effective excitation energy $\sqrt{S_0/S_2}$ of each group: $\sqrt{0.5650/3.6633}=0.3927\,E_h$ for the bound states, close to $\omega_2=0.375\,E_h$ because $2p$ dominates, and $\sqrt{0.4350/0.8367}=0.7210\,E_h$ for the continuum. The weight $1/\omega^2$ favours the low-lying states, which is why $2p$ alone gives $2.9596/4.5=65.8\,\%$ of $\alpha$ and the bound series $81.4\,\%$. A bound-state sum is a rigorous lower bound on the static polarisability of the ground state, since all omitted terms are non-negative, and may be presented as such.

The share depends on the potential. In a harmonic well all states are bound and the bound sum is exact. In a short-range well with one bound state the bound sum is empty, yet $\alpha>0$ because $z\psi_0\neq0$, and the continuum supplies everything. Hydrogen lies between these cases.

\subsection*{Comment 8. Step (ii) confuses an expansion with an ionisation}

The function $\psi_1=-(1+\tfrac12r)z\psi_0$ decays as a polynomial times $e^{-r}$ and is real, so it carries no outgoing current. Its continuum part, an integral over $E$ of oscillating functions with coefficients proportional to $R/\omega$, is square integrable, in the way that a Fourier integral of plane waves can represent a localised function. In the perturbed stationary state all components share the single time factor $e^{-iEt}$ with $E$ near $-\tfrac12$; none of them evolves with its own positive energy, so no wave packet leaves the atom.

Real ionisation by a static field does exist, and it is separate from $\alpha$. Along the negative $z$ axis, at distance $x$, the potential is $-1/x-Fx$, which falls without limit, so for any $F\ne0$ the ground state is strictly a resonance. A leading-order WKB estimate, neglecting the Coulomb term under the barrier, takes the decay constant $\sqrt{1-2Fx}$ out to the turning point $x=1/(2F)$. The exponent of the tunnelling probability is $-2\int_0^{1/2F}\sqrt{1-2Fx}\,dx=-2/(3F)$. The function $e^{-2/(3F)}$ has all derivatives zero at $F=0^+$, so it does not enter the coefficient of $F^2$. The description by $\alpha$ fails when $F$ is large enough that higher orders or this tunnelling matter.

\subsection*{Comment 9. A discrete sum can be exact, but not over bound eigenstates}

The fault lies in the choice of states and not in the discreteness of the sum. Take the two functions $\phi_1=r^2e^{-r}$, $\phi_2=r^3e^{-r}$. By (\ref{eq:action}) the matrix $\mathsf A$ of $h+\tfrac12$ has $\mathsf A_{11}=I_3$, $\mathsf A_{12}=2I_4-2I_3=I_4$, $\mathsf A_{22}=2I_5-2I_4$, and the overlap $\mathsf S$ has elements $I_4,I_5,I_6$:
\begin{equation}
\mathsf A=\frac18\begin{pmatrix}3&6\\6&18\end{pmatrix},\qquad \mathsf S=\frac18\begin{pmatrix}6&15\\15&45\end{pmatrix}.
\end{equation}
The secular equation is $(3-6\omega)(18-45\omega)-(6-15\omega)^2=45\omega^2-63\omega+18=0$, or $5\omega^2-7\omega+2=0$, with roots $\omega=\tfrac25$ and $\omega=1$, that is $E=-0.1$ and $E=+0.5$. The dipole integrals of $\phi_1,\phi_2$ with $r\,u_{1s}=2r^2e^{-r}$ are $2I_4$ and $2I_5$.

For $\omega=\tfrac25$ the first row of $8(\mathsf A-\omega\mathsf S)$ is $(\tfrac35,0)$, so the vector is $(0,1)$, with norm $\tfrac{45}8$ and dipole $\tfrac{15}4$. Then $R^2=\tfrac{225}{16}\cdot\tfrac8{45}=\tfrac52$ and the contribution $\tfrac23R^2/\omega$ is $\tfrac{25}6=4.1667$. For $\omega=1$ the first row is $(-3,-9)$, so the vector is $(3,-1)$, with norm $(54-90+45)/8=\tfrac98$ and dipole $2(\tfrac94-\tfrac{15}8)=\tfrac34$. Then $R^2=\tfrac9{16}\cdot\tfrac89=\tfrac12$ and the contribution is $\tfrac13=0.3333$. The total is $\tfrac{25}6+\tfrac13=\tfrac92$.

The result is exact because the true $v$ of comment 2 lies in the span of $\phi_1,\phi_2$. It solves the first-order equation, hence also that equation projected on the span, and expanding the projected equation in the two eigenvectors gives the two-term sum. These pseudo-states are not eigenstates of $H_0$. The lower one contributes more than the whole bound series, so the division $\tfrac{25}6:\tfrac13$ is not the division into bound and continuum parts.

The large box gives a second discrete route. With finite differences and $B=300\,a_0$ there are 14 $p$ levels below $E=0$, and they sum to $3.664$, against $\alpha_b=3.663$. The test allows $0.008$, of the order of the weight of one box level near threshold, so the closer agreement found should not be given significance. The sum stays at $3.664$ when the mesh is refined, but it moves with the radius by about $0.004$, to $3.660$ at $B=280\,a_0$ (13 levels) and $3.661$ at $B=320\,a_0$ (14 levels). For box levels between $0.02$ and $0.3\,E_h$ the program also checks that the strength of a level divided by the local level spacing agrees with (\ref{eq:dfdE}) to $0.5\,\%$ of that formula's value.

\subsection*{Comment 10. The energy shift of H at $F=0.002$}

The two values of $\alpha$ can be compared with the definition itself. At $F=0.002$ atomic units, $F^2/2=2\times10^{-6}$, so
\begin{align}
\text{full:}\quad&-4.5\times2\times10^{-6}=-9.0000\times10^{-6}\,E_h,\\
\text{bound only:}\quad&-3.6633\times2\times10^{-6}=-7.327\times10^{-6}\,E_h .
\end{align}
Diagonalising $H_0+Fz$ in a basis of functions $r^{l+1+j}e^{-r}$, twelve for each $l$ from $0$ to $3$, gives a shift of $-9.0009\times10^{-6}\,E_h$ with no use of perturbation theory. The outer turning point lies near $1/(2F)=250\,a_0$ and the leading tunnelling exponent is $-2/(3F)\approx-333$ (about $-316$ when the Coulomb term is kept in the same one-dimensional integral), so the resonance character plays no part. The bound-only shift is too small in magnitude by $18.6\,\%$ relative to the full second-order shift.

The diagonalised shift exceeds the second-order value in magnitude by one part in $10^4$. Reflection $z\to-z$ maps $F$ to $-F$, so only even powers occur and $\bar\alpha(F)=-2\Delta E/F^2=\alpha+cF^2+O(F^4)$. The combination $[4\bar\alpha(F)-\bar\alpha(2F)]/3$ removes the term $cF^2$. It gives $4.50000$, asserted equal to $9/2$ within $10^{-5}$, which identifies the excess as the $F^4$ term of the energy.

With $a_0^3=0.148185$\,\AA$^3$, the polarisability volume $\alpha/4\pi\varepsilon_0$ is $4.5\times0.148185=0.667$\,\AA$^3$, made of $0.543$\,\AA$^3$ from bound states (of which $0.439$\,\AA$^3$ from $2p$) and $0.124$\,\AA$^3$ from the continuum. For a nucleus of finite mass the field couples to $F(z_e-z_p)$, the relative coordinate, with lengths scaled by $1/\mu$ and energies by $\mu$, where $\mu$ is the reduced mass. By (\ref{eq:sos}) every term scales as length squared over energy, $\mu^{-3}$. This raises $\alpha$ by roughly $0.2\,\%$ for a proton and leaves the shares unchanged, so the third significant figure and all later ones belong to the fixed-nucleus model: $4.50$ becomes about $4.51$.

The error carries over to long-range forces. A unit point charge at distance $d\gg a_0$ produces a nearly uniform field $1/d^2$ at the atom, and the leading interaction energy is $-\alpha/(2d^4)$. The manuscript's value would make this attraction $18.6\,\%$ too weak relative to the correct leading term.

\subsection*{Changes required}

The manuscript cannot be accepted with its present conclusion. Steps (ii) and (iii) should be withdrawn. Equation (\ref{eq:sos}) should be written with its continuum integral, $\alpha=\sum_nf_n/\omega_n^2+\int(df/dE)\,\omega^{-2}dE$, and the number $3.66\,a_0^3$ should be relabelled as the bound-state part and described as a lower bound. Any truncated sum over states that is retained should be reported together with the fraction of the two sum rules (\ref{eq:rules}) that it exhausts.

\section*{Table of computed values}
\begin{verbatim}
Hartree atomic units; alpha in a0^3, energies in Eh, f dimensionless
<r^2> = 3.0000 a0^2, <r^3> = 7.5000 a0^3, <z^2> = 1.0000 a0^2
alpha, first-order equation = 4.500000 a0^3
alpha, finite field = 4.50000 a0^3
mean energy of z*psi0 = 0.000000 Eh; total f = 1.000000
n, omega (Eh), R (a0), f, f/omega^2 (a0^3), partial sum (a0^3)
2 0.37500 1.29027 0.41620 2.9596 2.9596
3 0.44444 0.51669 0.07910 0.4005 3.3601
4 0.46875 0.30458 0.02899 0.1319 3.4920
5 0.48000 0.20870 0.01394 0.0605 3.5525
6 0.48611 0.15514 0.00780 0.0330 3.5855
partial sum to n=10: 3.6344 a0^3, tail estimate 2.84e-02 a0^3
partial sum to n=50: 3.6620 a0^3, tail estimate 1.23e-03 a0^3
partial sum to n=1000: 3.6633 a0^3, tail estimate 3.12e-06 a0^3
threshold df/dE = 1.5629 1/Eh; C = 6.2517 a0^3
sum f: bound 0.5650, continuum 0.4350, total 1.000000, continuum share 43.5 %
sum f/omega (1/Eh): bound 1.4332, continuum 0.5668, total 2.000000, continuum share 28.3 %
alpha (a0^3): bound 3.6633, continuum 0.8367, total 4.500000, continuum share 18.6 %
share of alpha: 2p 65.8 %, all bound 81.4 %
weight of z*psi0: bound 0.7166, continuum 0.2834
gaps a = 0.4350, b = 0.5668 1/Eh
bounds on continuum alpha: 0.7386 to 1.1336 a0^3
effective omega: bound 0.3927 Eh, continuum 0.7210 Eh
k=0.3 1/a0, E=0.045 Eh: df/dE 1.24081 1/Eh, continuum alpha below E 0.2309 a0^3
k=0.5 1/a0, E=0.125 Eh: df/dE 0.85626 1/Eh, continuum alpha below E 0.4755 a0^3
k=1.0 1/a0, E=0.500 Eh: df/dE 0.23091 1/Eh, continuum alpha below E 0.7775 a0^3
k=2.0 1/a0, E=2.000 Eh: df/dE 0.01559 1/Eh, continuum alpha below E 0.8352 a0^3
box radius 300 a0: 14 levels with E<0 give 3.664 a0^3
pseudo-states: E = -0.1000, 0.5000 Eh; alpha parts 4.1667, 0.3333 a0^3
F = 0.002 au: diagonalised shift -9.0009e-06 Eh
  -alpha F^2/2: full -9.0000e-06 Eh, bound only -7.3265e-06 Eh
a0^3 = 0.148185 angstrom^3
angstrom^3: 2p 0.4386, bound 0.5428, continuum 0.1240, total 0.6668
\end{verbatim}
